The Foldy–Wouthuysen transformation in time-dependent electromagnetic fields

An electron of charge −e, with e > 0, moves in prescribed classical potentials A(r,t) and φ(r,t). In Gaussian units its Dirac Hamiltonian is

H = βmc² + O + V, with O = cα·π, V = −eφ, π = p + eA/c.

The fields are B = ∇×A and E = −∇φ − (1/c)∂A/∂t. The matrices α and β have their standard form, with β equal to +1 on the upper two components of the spinor and −1 on the lower two. An operator is called even if it commutes with β, and odd if it anticommutes with β. Odd operators, such as O, couple the upper and lower components.

The aim is a Hamiltonian for the upper components alone, correct through order 1/c². In this counting π, E, B/c and their rates of change in space and time are of order one, so O is of order c and V of order one. Physically, momenta are small against mc, and the fields are weak and vary slowly on the scales set by mc² and ħ/mc. The expansion is a formal series. Pair creation, the anomalous magnetic moment and the quantized radiation field are left out.

**(a) The spinor is changed to ψ' = e^G ψ, where G is anti-Hermitian and may depend on time. Which operator is transformed, and how can the time dependence be included in the algebra?**

The Dirac equation is Kψ = 0 with

K = H − iħ∂/∂t.

Inserting ψ = e^(−G)ψ' and multiplying from the left by e^G gives K'ψ' = 0 with K' = e^G K e^(−G). The time derivative in K also acts on e^(−G). Hence the new Hamiltonian H' = K' + iħ∂/∂t is

H' = e^G H e^(−G) − iħ e^G (∂e^(−G)/∂t).

The second term is absent for a static G. When it is present, the operator that generates the time evolution of ψ' differs from the transformed operator H.

It is simplest to keep K in one piece. Define

F = V − iħ∂/∂t, so that K = βmc² + O + F.

Since β is constant in time, F commutes with β and is even. The algebra is therefore that of the static problem, with F in place of V. The transformed operator follows from the nested-commutator series

K' = K + [G,K] + (1/2)[G,[G,K]] + (1/6)[G,[G,[G,K]]] + … .

**(b) Choose G so that the odd term O is cancelled at leading order. Find K' with its even terms through order 1/c² and its odd terms through order 1/c.**

Try G = βO/(2mc²). It is anti-Hermitian, because (βO)† = Oβ = −βO. With βOβ = −O and β² = 1,

[G, βmc²] = (1/2)(βOβ − ββO) = −O,

which is the required cancellation. G is of order 1/c, so each further commutator lowers the order by one power of c. The n-fold commutator starts at c^(2−n), and four of them suffice.

Write C = [O,F]. This operator is odd and of order c. The remaining parts of the first commutator are

[G,O] = (βO² − OβO)/(2mc²) = βO²/(mc²),

[G,F] = βC/(2mc²).

Therefore

X₁ = [G,K] = −O + βO²/(mc²) + βC/(2mc²).

For the second commutator, three pieces are needed:

[G,−O] = −βO²/(mc²),

[G, βO²/(mc²)] = (βOβO² − βO²βO)/(2m²c⁴) = −O³/(m²c⁴),

[G, βC/(2mc²)] = (βOβC − βCβO)/(4m²c⁴) = (−OC + CO)/(4m²c⁴) = −[O,C]/(4m²c⁴).

The second piece uses the fact that O² commutes with β, and the third that C anticommutes with β. Their sum is

X₂ = −βO²/(mc²) − O³/(m²c⁴) − [O,C]/(4m²c⁴).

In the third commutator, the first term of X₂ gives +O³/(m²c⁴) by the rule just found. The second gives

−(βO⁴ − O³βO)/(2m³c⁶) = −βO⁴/(m³c⁶),

because O³β = −βO³. The third gives an odd term of order c⁻³, which is not needed. Thus

X₃ = O³/(m²c⁴) − βO⁴/(m³c⁶) + odd terms of order c⁻³.

In the same way, the first term of X₃ gives

X₄ = βO⁴/(m³c⁶) + odd terms of order c⁻³ + even terms of order c⁻⁴.

Now add K + X₁ + X₂/2 + X₃/6 + X₄/24, one type of term at a time:

O: 1 − 1 = 0

βO²/(mc²): 1 − 1/2 = 1/2

O³/(m²c⁴): −1/2 + 1/6 = −1/3

[O,C]/(m²c⁴): −(1/2)(1/4) = −1/8

βO⁴/(m³c⁶): −1/6 + 1/24 = −1/8

The result is

K' = βmc² + βO²/(2mc²) − βO⁴/(8m³c⁶) + F − [O,[O,F]]/(8m²c⁴) + O',

O' = β[O,F]/(2mc²) − O³/(3m²c⁴).

The odd part has been lowered from order c to order 1/c, up to corrections of order c⁻³.

**(c) What do further transformations do to the even part?**

Let O' now denote the whole remaining odd part, and take G' = βO'/(2mc²), which is of order c⁻³. As before, [G',βmc²] = −O' removes O'. The commutator of G' with the even terms of order one, F and βO²/(2mc²), is odd and of order c⁻³. The commutator [G',O'] is even, but only of order c⁻⁴, and so is the double commutator of G' with βmc².

The even part through 1/c² is therefore unchanged, and the odd part is now of order c⁻³. A third transformation, with a generator of order c⁻⁵, lowers it to c⁻⁵ by the same argument. Removing iħ∂/∂t from F again gives the Hamiltonian

H_FW = β[mc² + O²/(2mc²) − O⁴/(8m³c⁶)] + V − [O,[O,F]]/(8m²c⁴).

The slow variation of the fields is needed here, as it was for [G,F] in part (b). G' contains the fields, and its commutator with −iħ∂/∂t is iħ∂G'/∂t. If the fields changed appreciably in a time ħ/(mc²), this term would be comparable to the one being cancelled, and the series would not be ordered.

**(d) Evaluate the inner commutator [O,F]. Where does each part come from?**

Split F into its two terms. For the potential, p = −iħ∇ gives

[O,V] = cα·[p, −eφ] = iħec α·∇φ.

For the time derivative, let the commutator act on an arbitrary spinor:

[O, −iħ∂/∂t]ψ = −iħO ∂ψ/∂t + iħ∂(Oψ)/∂t = iħ(∂O/∂t)ψ.

Time enters O through A, so ∂O/∂t = eα·∂A/∂t. Adding the two parts,

[O,F] = iħec α·(∇φ + (1/c)∂A/∂t) = −iħec α·E.

The scalar potential supplies −∇φ. The time dependence of the transformation supplies −(1/c)∂A/∂t, the factor 1/c belonging to Gaussian units. The two parts combine into the full electric field.

**(e) Evaluate the outer commutator and write the Hamiltonian for the upper components. Is the spin-orbit term Hermitian when the magnetic field changes in time?**

From part (d), the last term of H_FW is

−[O,[O,F]]/(8m²c⁴) = (iħe/(8m²c²)) [α·π, α·E].

On the upper components, a product of two α matrices acts as the product of the corresponding Pauli matrices. The Pauli rule, with the order of operators kept, gives

(σ·π)(σ·E) = π·E + iσ·(π×E),

(σ·E)(σ·π) = E·π + iσ·(E×π).

Since π·E − E·π = −iħ∇·E, the difference is

[σ·π, σ·E] = −iħ∇·E + iσ·(π×E − E×π).

Multiplying by iħe/(8m²c²), the first term acquires the factor (i)(−i) = +1. The second acquires i² = −1, which reverses the order in the bracket. With β = 1 the complete result is

H_FW = mc² + (σ·π)²/(2m) − eφ − (σ·π)⁴/(8m³c²)
  + (eħ²/(8m²c²)) ∇·E
  + (eħ/(8m²c²)) σ·(E×π − π×E).

The term with ∇·E is the Darwin term, and the last is the spin-orbit term. The kinetic term contains the magnetic moment. The Pauli rule gives (σ·π)² = π² + iσ·(π×π). In π×π, the cross terms of p and A leave π×π = −iħ(e/c)∇×A, so that

(σ·π)² = π² + (eħ/c)σ·B.

For the Hermiticity, take the adjoint of one component of E×π. This reverses the order of E and π, and the antisymmetry of the cross product then gives (E×π)† = −π×E. The combination E×π − π×E is therefore its own adjoint. Letting the derivative in π×E act on both E and the wave function gives

π×E = −iħ∇×E − E×π.

The definition of E in terms of the potentials implies ∇×E = −(1/c)∂B/∂t, since the curl of a gradient vanishes. Hence

E×π − π×E = 2E×π − (iħ/c)∂B/∂t.

The shorter form 2E×π is correct where B is constant in time. Where B changes, E×π alone is not Hermitian, and the extra term compensates for its anti-Hermitian part.

**(f) Show that the result is gauge covariant. What is lost if E is replaced by −∇φ? Check the static central field.**

A gauge change with an arbitrary function χ(r,t) is

A → A + ∇χ, φ → φ − (1/c)∂χ/∂t, ψ → Uψ, U = exp(−ieχ/(ħc)).

Acting with the new π on Uψ, the derivative of U gives −(e/c)(∇χ)Uψ, which cancels the added vector potential. Thus π'Uψ = Uπψ. The electric field is unchanged, because the two contributions ±(1/c)∇∂χ/∂t cancel. The Darwin and spin-orbit terms contain just E and π, so they are covariant, as are the kinetic terms. The term −eφ changes by (e/c)∂χ/∂t, which is what −iħ∂/∂t acting on U requires:

−iħ∂U/∂t = −(e/c)(∂χ/∂t)U.

Hence H_FW − iħ∂/∂t is covariant as a whole.

If −∇φ stood in place of E, the gauge change would add (1/c)∇∂χ/∂t to it with nothing to cancel the addition. The predicted spin-orbit coupling would then depend on the choice of gauge.

For a static central field take A = 0 and V = V(r). Then eE = ∇V = n dV/dr, where n is the unit vector in the radial direction and r is the distance from the centre. The orbital angular momentum is L = r n×p, so eE×p = (1/r)(dV/dr)L. Since ∇×E = 0, the short form applies. With L the orbital angular momentum and s = ħσ/2,

(eħ/(4m²c²)) σ·(E×p) = (1/(2m²c²)) (1/r)(dV/dr) s·L.

The Darwin term becomes ħ²∇²V/(8m²c²). For an attractive potential that rises with r, the spin-orbit energy is positive when s and L are parallel. Within a distance of order ħ/(mc) of a point nucleus the field no longer varies slowly, and closer in, at r ≈ Ze²/(mc²), V itself reaches mc²; the local expansion is not justified there. Taken in first-order perturbation theory, these terms together with the p⁴ term still give the Dirac fine structure of hydrogen at order 1/c².

**(g) Now take φ = 0 and a spatially uniform A(t). The kinetic momentum π(t) runs once around a closed plane loop. Through what angle does the spin turn, to leading order in π/(mc)?**

Here B = 0, and the whole electric field is −(1/c)dA/dt. Such a field must be maintained by external sources; it is not a free plane wave. The Hamiltonian does not contain the position, so the canonical momentum p is conserved and can be treated as a constant vector. From π = p + eA/c,

dπ/dt = (e/c)dA/dt = −eE,

which is Newton's law for the charge −e.

Both (σ·π)² = π² and its square are independent of spin, and ∇·E = 0. The spin is turned by the spin-orbit term alone. Writing that term as (ħ/2)Ω·σ gives the precession vector

Ω = eE×π/(2m²c²) = −(dπ/dt)×π/(2m²c²) = π×(dπ/dt)/(2m²c²).

For a loop in a plane through the origin of momentum space, Ω keeps a fixed axis, and the angles at successive times add. The integral (1/2)∮π×dπ is the oriented area 𝒜 enclosed by the loop, so

θ = ∫Ω dt = 𝒜/(mc)².

For a loop that does not cross itself, the net rotation has the same sense as the circulation of π; if the loop does not enclose the origin, Ω changes sign along the way. The angle does not depend on how fast the loop is traversed, provided that the field remains slow. Two special cases follow:

1. For a circle of radius P = ξmc centred on the origin, θ = πξ², where π is here the number.
2. For linear polarization with p = 0, π and dπ/dt are parallel, Ω vanishes, and the spin does not turn.

A constant offset p₀ of the loop adds p₀×∮dπ = 0 to the integral, so the leading angle is unchanged. If p₀ has a component normal to the plane, the axis of Ω wobbles. Rotations about different axes do not commute, but each is of second order in π/(mc), so their ordering matters at fourth order.

With φ = 0, the replacement of E by −∇φ would predict no rotation for any of these loops.

**(h) Evaluate the circular case for ħω = 1 eV and ξ = 0.05, with p = 0.**

The angular frequency is ω = 1.519 × 10¹⁵ s⁻¹ and the kinetic momentum is P = 1.365 × 10⁻¹⁸ g cm/s. Since |dπ/dt| = ωP, the required field is

E = ωP/e = 4.32 × 10⁶ statV/cm, or 1.29 × 10¹¹ V/m.

To leading order the electron moves on a circle of radius P/(mω) = 9.87 nm. On the circle |π×dπ/dt| = ωP², so the precession rate is

Ω = ωξ²/2 = (1.519 × 10¹⁵ s⁻¹)(0.0025)/2 = 1.90 × 10¹² s⁻¹.

The corresponding splitting between the two spin states along the axis is

ħΩ = (1 eV)(0.0025)/2 = 1.25 meV.

At leading order, which here lies about 0.2 percent from the Dirac value as part (i) shows, the spin turns in one cycle through

θ = π(0.05)² = 7.854 × 10⁻³ rad, or 0.45 degrees.

At this order a spin lying in the plane of the orbit is reversed after π/θ = 400 cycles; the Dirac angle of part (i) gives about 401. The anomalous magnetic moment, left out here, is of the same size as this correction and of opposite sign: it raises the Dirac angle by about 0.23 percent, to 7.857 × 10⁻³ rad, or again about 400 cycles. The effect per cycle is small because it is of second order in the velocity, but in this uniform field it accumulates, since every cycle turns the spin in the same sense. These numbers do not describe an electron in a travelling light wave. In a circularly polarized plane wave the rotating magnetic field acts on the magnetic moment and contributes at the same order ξ² with the opposite sign, so the net rotation per cycle cancels at this order.

The conditions of the expansion can be checked. The field is slow, with ħω/(mc²) = 1.96 × 10⁻⁶. It is also weak: the work done by the force eE over the length ħ/(mc), divided by mc², is ξħω/(mc²), about 10⁻⁷. The largest expansion parameter is thus ξ² = 0.0025.

**(i) How large is the error of the leading-order angle? Derive it for the circle in the limit of a slow field, and compare with the Dirac equation.**

Let q = π/(mc), with |q| = ξ, and ε = √(1 + ξ²). The positive-energy spinors of the Dirac Hamiltonian at fixed q, with energy εmc², are the two columns of

u = N⁻¹ (ε + 1, σ·q)ᵀ, N² = 2ε(ε + 1).

The normalization follows from (ε + 1)² + ξ² = 2ε(ε + 1). In a slow field, transitions to negative energies can be neglected, and the state is ψ = uη with a two-component η. Inserting this in the Dirac equation and multiplying by u† gives

iħ dη/dt = [εmc² − iħu†(du/dt)]η.

On the circle ε and N are constant and q·dq/dt = 0. The Pauli rule then gives

u†(du/dt) = (σ·q)(σ·dq/dt)/N² = iσ·(q×dq/dt)/(2ε(ε + 1)).

The spin-dependent term is therefore +ħσ·(q×dq/dt)/(2ε(ε + 1)), and the precession vector is

Ω_slow = (q×dq/dt)/(ε(ε + 1)).

For ε → 1 this is the result of part (g), obtained without the commutator expansion. With |q×dq/dt| = ωξ², the angle per cycle is

θ_slow = 2πξ²/(ε(ε + 1)).

The leading-order angle πξ² exceeds it by the factor

θ/θ_slow = ε(ε + 1)/2 ≈ (1 + ξ²/2)(1 + ξ²/4) ≈ 1 + 3ξ²/4.

For ξ = 0.05 the predicted excess is 0.1875 percent. The numerical solution of the four-component Dirac equation gives 7.839 × 10⁻³ rad per cycle, and the leading-order angle lies 0.1875 percent above it. At ξ = 0.025 the excess is 0.0469 percent, smaller by the expected factor of four.

A less symmetric case was also integrated: an elliptical loop with semi-axes s and 0.6s, displaced from the origin by (0.3, 0.2, 0.4)s, with ħω = 0.01 mc². For s = 0.08 mc the area rule gives

θ = π(0.6)(0.08)² = 1.206 × 10⁻² rad,

against 1.200 × 10⁻² rad about the normal axis from the Dirac equation. The error of the whole rotation vector, relative to the length of the predicted one, is 0.57 percent. Halving s reduces it to 0.14 percent, a factor of 4.03. This is close to the factor of four expected from neglected terms of relative order (π/(mc))². The finite frequency also raises the Dirac angle by a relative (ħω/(2mc²))² = 2.5 × 10⁻⁵, independent of s; in the slow limit the factor is 3.98. The remaining printed values are in the numerical output.

The leading-order angle thus fails when ξ is not small, even in a slow field. The formula for θ_slow removes that restriction for the circle, but it still requires ħω to be small against 2εmc², the gap between the positive and negative energies at the given momentum. When the field drives appreciable transitions across this gap, the state no longer keeps the form ψ = uη, and the derivation of θ_slow does not apply.

Computed results

```
Leading odd power of c before and after steps 1,2,3: [1, -1, -3, -5]
Test loops: hbar omega/(m c^2) = 0.01
Loop semi-axes: s and 0.6 s; offset (0.3, 0.2, 0.4) s
s = 0.08 m c: FW rotation about z = 1.206372e-02 rad
  Dirac rotation about z = 1.199768e-02 rad
  relative error of rotation vector = 5.722e-03
s = 0.04 m c: FW rotation about z = 3.015929e-03 rad
  Dirac rotation about z = 3.011837e-03 rad
  relative error of rotation vector = 1.420e-03
Error ratio on halving the momenta = 4.029
Circular test, s = 0.05 m c, forward: 7.839481e-03 rad
Circular test, s = 0.05 m c, reversed: -7.839481e-03 rad
Example: hbar omega = 1.000 eV
Example: |pi|/(m c) = 0.050
hbar omega/(m c^2) = 1.9570e-06
Angular frequency = 1.51927e+15 1/s
Kinetic momentum = 1.36546e-18 g cm/s
Electric field = 4.31900e+06 statV/cm
Electric field, converted = 1.29480e+11 V/m
Orbit radius (leading order) = 9.8663 nm
Spin precession rate = 1.89908e+12 rad/s
Spin splitting hbar Omega = 1.25000 meV
FW rotation per cycle = 7.853982e-03 rad
FW rotation per cycle, converted = 0.45000 degrees
Dirac rotation per cycle = 7.839286e-03 rad
FW/Dirac - 1 at 0.05 m c = 0.1875 percent
FW/Dirac - 1 at 0.025 m c = 0.0469 percent
Cycles for a half turn of the spin (FW) = 400.00
```
